# Mirror decomposition and magic angle of alternating-twist trilayer graphene

## Three layers and one mirror plane

When two graphene layers are twisted by a small angle, tunnelling between them slows the electrons at the Dirac points. At the first magic angle their velocity vanishes in the continuum model. Now add a third layer parallel to the first, so that the twists are \(-\theta/2,+\theta/2,-\theta/2\). The middle layer has two neighbours instead of one. How does this change the magic angle, and do all the electrons slow down?

If layer 3 lies directly above layer 1, reflection in the middle layer maps the stack onto itself. This symmetry turns the three-layer problem into a twisted bilayer with tunnelling multiplied by \(\sqrt2\), and a separate monolayer cone. The treatment is for one valley and one spin, without electron-electron interaction.

## Tunnelling between the layers

Let \(a\) be the lattice constant, \(K=4\pi/(3a)\), and \(v\) the monolayer velocity. The three equivalent corners of one valley, before twisting, are

\[
\mathbf K_j=K\mathbf n_j,\quad \mathbf n_j=(\cos\varphi_j,\sin\varphi_j),\quad \varphi_j=0,\tfrac{2\pi}{3},-\tfrac{2\pi}{3}. \tag{1}
\]

In layer \(l\), a Bloch state of crystal momentum \(\mathbf k\) on sublattice \(X\) has amplitude \(e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_X)}\) at the site \(\mathbf R+\boldsymbol\tau_X\), with \(\boldsymbol\tau_A=0\) and \(\boldsymbol\tau_B=(0,a/\sqrt3)\), turned with the layer. Let the interlayer hopping depend on the in-plane separation of the two sites, and write it as a Fourier integral over \(\mathbf s\). Summing over the outer-layer sites forces \(\mathbf s=\mathbf k+\mathbf G\); summing over the middle-layer sites forces \(\mathbf s=\mathbf k'+\mathbf G'\). Here \(\mathbf G,\mathbf G'\) are reciprocal vectors of the respective layers. The sums leave the phase \(e^{i\mathbf G\cdot\boldsymbol\tau_X-i\mathbf G'\cdot\boldsymbol\tau_Y}\).

The Fourier amplitude falls quickly with \(|\mathbf s|\), so the model keeps the three smallest values, \(|\mathbf s|\approx K\). Measure \(\mathbf p\) and \(\mathbf p'\) from the layers' own rotated corners. Momentum conservation then reads

\[
\mathbf p'-\mathbf p=R_{-\theta/2}\mathbf K_j-R_{\theta/2}\mathbf K_j
=-2\sin\tfrac{\theta}{2}\,\hat{\mathbf z}\times\mathbf K_j\equiv\mathbf q_j,
\quad |\mathbf q_j|=k_\theta=2K\sin\tfrac{\theta}{2}. \tag{2}
\]

Thus \(\mathbf n_j\) is \(\hat{\mathbf q}_j=\mathbf q_j/k_\theta\) turned by \(+90^\circ\). With \(\mathbf G_j=\mathbf K_j-\mathbf K_1\), the sublattice phase is \(e^{i\mathbf G_j\cdot(\boldsymbol\tau_X-\boldsymbol\tau_Y)}\), because turning \(\mathbf G\) and \(\boldsymbol\tau\) together leaves their product unchanged. For \(j=2\), \(\mathbf G_2\cdot\boldsymbol\tau_B=(\sqrt3K/2)(a/\sqrt3)=2\pi/3\); for \(j=3\) the sign is reversed. The \(AB\) element therefore carries \(e^{-i\varphi_j}\), and

\[
T_j=\begin{pmatrix}w_0&w_1e^{-i\varphi_j}\\ w_1e^{i\varphi_j}&w_0\end{pmatrix}
=w_0+w_1\,\boldsymbol\sigma\cdot\mathbf n_j . \tag{3}
\]

A rigid lattice with this hopping has \(w_0=w_1\). Separate values, with \(\kappa=w_0/w_1<1\), represent lattice relaxation in a simple way.

Layer 3 has the same orientation and the same distance from the middle layer as layer 1, so its amplitudes are equal. A lateral shift \(\mathbf d\) of layer 3 would replace \(\boldsymbol\tau_X\) by \(\boldsymbol\tau_X+\mathbf d\) in the outer-layer phase:

\[
T_j^{(3)}=T_j\,e^{i\mathbf G_j\cdot\mathbf d}. \tag{4}
\]

The two tunnelling operators agree when \(\mathbf d\) is zero or a lattice vector. This is the first condition for the mirror argument.

## Separation into two sectors

Each layer has the cone \(\hbar v\,\boldsymbol\sigma\cdot\mathbf p\); the small rotation of the Pauli matrices by \(\mp\theta/2\) is neglected for now. Let \(h\) be this operator on the outer-layer momenta, \(h'\) on the middle-layer momenta, and \(T\) the operator with elements \(T_j\) between \(\mathbf p\) and \(\mathbf p+\mathbf q_j\). Two further terms respect the mirror: a potential \(u\) on the middle layer and direct tunnelling \(g\) between the outer layers, taken as a constant. The eigenvalue equations are

\[
\begin{aligned}
E\psi_1&=h\psi_1+g\psi_3+T\psi_2,\\
E\psi_3&=g\psi_1+h\psi_3+T\psi_2,\\
E\psi_2&=T^\dagger(\psi_1+\psi_3)+(h'+u)\psi_2 .
\end{aligned}\tag{5}
\]

Define \(\psi_\pm=(\psi_1\pm\psi_3)/\sqrt2\). Adding the first two equations and dividing by \(\sqrt2\) gives \(2T\psi_2/\sqrt2=\sqrt2\,T\psi_2\). In the third, \(\psi_1+\psi_3=\sqrt2\,\psi_+\). Hence

\[
E\begin{pmatrix}\psi_+\\ \psi_2\end{pmatrix}=
\begin{pmatrix}h+g&\sqrt2\,T\\ \sqrt2\,T^\dagger&h'+u\end{pmatrix}
\begin{pmatrix}\psi_+\\ \psi_2\end{pmatrix}. \tag{6}
\]

Subtracting the first two equations cancels the tunnelling from the middle layer:

\[
E\psi_-=(h-g)\psi_- . \tag{7}
\]

Equation (6) is a twisted bilayer whose "outer layer" is the symmetric combination of layers 1 and 3. The middle layer couples to both with equal amplitude, which gives one normalized combination a coupling larger by \(\sqrt2\). In the antisymmetric combination the two amplitudes cancel at the middle layer, and the monolayer cone survives with velocity \(v\). "Even" and "odd" refer here to exchange of layers 1 and 3; the extra minus sign that a \(p_z\) orbital acquires under reflection is common to all three layers and does not alter the separation.

The separation does not use a small tunnelling strength or a particular form of \(h\). It does require equal outer-layer Hamiltonians. If their potentials are \(+U/2\) and \(-U/2\), the same addition and subtraction put a term \((U/2)\psi_-\) into the equation for \(\psi_+\), and \((U/2)\psi_+\) into the equation for \(\psi_-\). A perpendicular electric field therefore mixes the sectors.

## Scaling of the magic angle

Set \(g=u=U=0\), and divide (6) by \(\hbar vk_\theta\). With momenta in units of \(k_\theta\), the cones contain no parameter and the directions \(\hat{\mathbf q}_j\) do not depend on \(\theta\). The tunnelling matrices become

\[
\sqrt2\,\alpha\,(\kappa+\boldsymbol\sigma\cdot\mathbf n_j),\qquad
\alpha=\frac{w_1}{\hbar vk_\theta}. \tag{8}
\]

An ordinary bilayer has \(\alpha\) in place of \(\sqrt2\,\alpha\). Let \(v^*\) be the velocity at the Dirac point of the tunnel-coupled system. Then

\[
\frac{v^*_{\rm tri}}{v}(\alpha,\kappa)=\frac{v^*_{\rm bi}}{v}(\sqrt2\,\alpha,\kappa). \tag{9}
\]

If the first zero of the bilayer velocity is at \(\alpha_2\), that of the even trilayer sector is at \(\alpha_3=\alpha_2/\sqrt2\). For equal \(v\), \(w_1\) and \(\kappa\), \(k_\theta\) must be larger by \(\sqrt2\):

\[
\sin\frac{\theta_3}{2}=\sqrt2\,\sin\frac{\theta_2}{2},
\qquad \theta_3\simeq\sqrt2\,\theta_2 . \tag{10}
\]

The sine relation belongs to this model at any angle. Expanding the sines gives \(\theta_3/\theta_2=\sqrt2\,(1+\theta_2^2/24+\dots)\), so the ratio of the angles themselves is \(\sqrt2\) at leading order.

A zero of \(v^*\) can be reached by varying one parameter because \(v^*\) is real. To see this, reflect \((p_x,p_y)\to(-p_x,p_y)\), act with \(\sigma_x\) on the sublattices, and reverse the sign of the middle-layer amplitude. The cones change sign since \(\sigma_x(\boldsymbol\sigma\cdot\mathbf p)\sigma_x=-\boldsymbol\sigma\cdot(-p_x,p_y)\). The tunnelling changes sign through the middle-layer factor, while \(T_2\) and \(T_3\) are exchanged together with \(\mathbf q_2\) and \(\mathbf q_3\). The whole Hamiltonian is thus reversed. Near the Dirac point, threefold symmetry permits an \(AB\) element \(\hbar c(p_x-ip_y)\); the reversal requires \(c^*=c\), so \(c=v^*\) is real.

## An analytic estimate

Keep one outer-layer momentum \(\mathbf p\) and its three neighbours \(\mathbf p+\mathbf q_j\) in the middle layer. Consider first the bilayer. At \(\mathbf p=0\) and \(E=0\), the middle-layer equations give

\[
\psi_j=-h_j^{-1}T_j\psi_0,\qquad
h_j^{-1}=\frac{s_j}{\hbar vk_\theta},\qquad s_j=\boldsymbol\sigma\cdot\hat{\mathbf q}_j, \tag{11}
\]

since \(T_j^\dagger=T_j\) and \(s_j^2=1\). Write \(m_j=\boldsymbol\sigma\cdot\mathbf n_j\). Perpendicular directions imply \(m_js_j=-s_jm_j\). The remaining equation, \(\sum_jT_j\psi_j=0\), holds for any spinor \(\psi_0\), because

\[
\sum_j(\kappa+m_j)s_j(\kappa+m_j)
=\sum_j\left[\kappa^2s_j+\kappa(m_js_j+s_jm_j)+m_js_jm_j\right]
=(\kappa^2-1)\sum_js_j=0. \tag{12}
\]

There are therefore two zero modes. Using \(\sum_j\mathbf n_j=0\), their norm is

\[
\frac{\sum\psi^\dagger\psi}{\psi_0^\dagger\psi_0}
=1+\alpha^2\sum_j(1+\kappa^2)=1+3\alpha^2(1+\kappa^2), \tag{13}
\]

because the cross terms \(2\kappa m_j\) sum to zero.

For small \(\mathbf p\), the perturbation is \(\hbar v\,\boldsymbol\sigma\cdot\mathbf p\) on each component. We need its matrix elements in the two zero modes. Decompose \(\sigma_b=\hat q_{jb}s_j+n_{jb}m_j\), where \(b=x,y\). Then \(s_j\sigma_bs_j=\hat q_{jb}s_j-n_{jb}m_j\), and

\[
(\kappa+m_j)s_j\sigma_bs_j(\kappa+m_j)
=\kappa^2(\hat q_{jb}s_j-n_{jb}m_j)-2\kappa n_{jb}-\sigma_b . \tag{14}
\]

The last term follows from \(m_js_jm_j=-s_j\) and \(m_j^3=m_j\). On summing over \(j\), the identity \(\sum_j\hat q_{jb}\hat q_{jc}=\sum_jn_{jb}n_{jc}=\tfrac32\delta_{bc}\) cancels the \(\kappa^2\) terms, and \(\sum_jn_{jb}=0\) removes the next one. What remains is \(-3\sigma_b\). Adding the central contribution and dividing by the norm,

\[
\frac{v^*_{\rm bi}}{v}=\frac{1-3\alpha^2}{1+3\alpha^2(1+\kappa^2)},
\qquad
\frac{v^*_{\rm tri}}{v}=\frac{1-6\alpha^2}{1+6\alpha^2(1+\kappa^2)}. \tag{15}
\]

The second expression follows from (9). The middle-layer components have velocity opposite to that of the central component, after summation over the three momenta; the velocity vanishes when they balance. The estimated zeros are \(\alpha=1/\sqrt3\) and \(1/\sqrt6\). In the opposite limit, large twist and small \(\alpha\), the trilayer result becomes \(1-6\alpha^2(2+\kappa^2)\), so to leading order the reduction is twice that of a bilayer at equal angle.

## Numbers for a graphene trilayer

Take rough typical parameters for graphene: \(a=0.246\) nm, \(v=9.0\times10^5\) m/s, \(w_1=110\) meV and \(\kappa=0.80\). They give \(\hbar v=0.5924\) eV nm and \(K=17.028\) nm\(^{-1}\). The first-shell bilayer zero is

\[
\theta_2\simeq\frac{\sqrt3\,w_1}{\hbar vK}
=\frac{\sqrt3\times0.110}{0.5924\times17.028}=0.0189\ \text{rad}=1.08^\circ, \tag{16}
\]

and the trilayer value is \(\sqrt2\times1.08^\circ\simeq1.53^\circ\).

Larger plane-wave sets give \(\theta_2=1.069^\circ\) and \(\theta_3=1.512^\circ\) (0.0264 rad). The second value was found from the full three-layer matrix, without using the mirror. The ratio of half-angle sines is 1.41421356, equal to \(\sqrt2\) to the digits shown. Extending the momentum radius from \(4.1k_\theta\) to \(5.1k_\theta\) raises \(\theta_3\) by about \(0.001^\circ\). The converged angles are \(1.070^\circ\) and \(1.513^\circ\); those quoted below belong to the smaller set unless stated otherwise. As a test of the separation itself, all levels at \(\theta_3\) and momentum \((0.31,0.17)k_\theta\) from the outer Dirac point were compared with the combined levels of (6) and (7); the largest difference was below \(10^{-14}\) eV.

The first-shell formula places the trilayer zero about 1.2% above the larger-basis angle, but at a moderately larger twist its velocity can be much less accurate. At \(1.9^\circ\), \(\alpha=0.329\), and (15) gives \(v^*_{\rm tri}=0.17v\), whereas the larger basis gives \(0.118v\). The zero modes also spread well beyond the first shell. At the estimated magic angle, (13) would leave a fraction \(1/(2+\kappa^2)=0.38\) of an even mode on its central plane wave; the larger basis gives \(Z=0.17\).

At \(\theta_3\) the moiré period is \(a/[2\sin(\theta_3/2)]=9.32\) nm. The two central even bands together span 5.3 meV on the sampled momenta. At the converged angle, \(0.001^\circ\) higher, the span is 5.1 meV, so the width is sensitive to very small changes of twist. In either case, zero Dirac velocity does not imply zero bandwidth. Nor does it mark the narrowest bands: near \(1.53^\circ\) the span falls to about 1 meV on a coarse momentum grid. At the outer-layer Dirac point, the four velocity eigenvalues are \(-v,0,0,v\). The flat doublet and the fast odd cone are both present, so the trilayer as a whole does not lose its fast carriers.

## Perturbations of the two sectors

**Potential difference.** At the outer Dirac point there are two even and two odd zero modes. An odd zero mode occupies the single plane wave \(\mathbf p=0\). The even modes have weight \(Z\) there, one on sublattice \(A\) and the other on \(B\), as threefold symmetry distinguishes them. The coupling \(U/2\) between sectors thus has matrix element \((U/2)\sqrt Z\) between states of equal sublattice. To first order the levels are

\[
E=\pm\frac{U}{2}\sqrt Z, \tag{17}
\]

each twice. For \(U=10\) meV this is \(5\sqrt{0.1705}=2.065\) meV; full diagonalization gives 2.064 meV. Across the two interlayer spacings, 0.67 nm in total, this \(U\) corresponds to an internal field of 0.15 MV/cm. It is the screened field, not the applied one.

**Direct outer tunnelling.** By (7), \(g\) moves the odd node to \(-g\). The even sector has two nodes, and to first order each moves to \(g\) times its outer-layer weight: 0.470 at the outer-layer Dirac point and 0.530 at the middle-layer one. For an illustrative \(g=5\) meV, the odd node lies at \(-5.00\) meV and the even nodes at \(+2.35\) and \(+2.65\) meV. The sectors stay separate but their Dirac points no longer coincide.

**Lateral shift.** For \(\mathbf d\) of length 0.02 nm along \(\mathbf K_1\), two phases in (4) equal \(-\tfrac32Kd=-0.51\) rad. At the momentum used above, the largest change among the four central levels is about 10 meV relative to the mirror-symmetric result. It occurs in one of the two cone levels near \(\pm94\) meV, which no longer lie on the free cone; the two flat-band levels at this momentum move by less than 0.5 meV. Even such a small displacement therefore spoils the exact separation into sectors.

**Corrections to the cone.** Rotating the Pauli matrices with their layers keeps the mirror separation, but breaks the reversal that made \(v^*\) real. The trilayer velocity then has a minimum of \(7\times10^{-4}v\) instead of a zero; its angle is still \(1.512^\circ\), and the ratio of the two angles is 1.4142. Nearest-neighbour lattice dispersion departs from the linear cone by at most 1.7% at wave number \(k_\theta\) and 3.4% at \(2k_\theta\); the even modes contain both. This is an energy correction relative to the linear value; its effect on the magic angle has not been calculated here.

## Comparison with real devices

Magic-angle devices are found near \(1.1^\circ\) for bilayers and roughly \(1.5^\circ\) to \(1.6^\circ\) for mirror-symmetric trilayers, so the model values are of the right size. The absolute angles rely on the chosen \(w_1/v\): at fixed \(\kappa\) and small angle, a 5% increase in this ratio raises both by 5%. Real layers relax differently at different twists, which breaks the assumption of equal \(\kappa\). If the bilayer has \(\kappa=0.70\) while the trilayer keeps 0.80, with \(v\) and \(w_1\) fixed, \(\theta_2\) becomes \(1.072^\circ\) and the angle ratio 1.411, a decrease of about 0.2%. A difference in \(w_1/v\) between the two systems would alter the ratio in direct proportion. As a design rule, multiplying a bilayer magic angle by \(\sqrt2\) therefore presumes aligned outer layers, no large potential difference, and nearly equal ratios \(w_1/v\). Equal \(\kappa\) matters less in this model as long as \(\kappa\) stays well below 1: with the trilayer at 0.80, bilayer values of 0, 0.5 and 0.7 change the angle ratio by at most 0.3%, whereas \(\kappa=1\) raises it to about 1.465.

The model omits the Coulomb interaction. With an assumed relative permittivity of 6, its scale at one moiré period is

\[
\frac{e^2}{4\pi\varepsilon_0\varepsilon_rL}\simeq26\ \text{meV}, \tag{18}
\]

about five times the flat-band width. At 4 K the thermal energy is 0.34 meV, well below that width. At \(\theta_3\) the interaction scale thus exceeds the one-electron bandwidth, as it does at nearby twists where the bands are narrower still. The angle does not determine the phase that the electrons form, nor the twist at which a given phase is most stable. The numerical output lists the remaining values.

## Computed results

```
lattice constant a = 0.246 nm
layer spacing = 0.335 nm
layer velocity v = 9.00e+05 m/s
hbar v = 0.5924 eV nm
Dirac wave number K = 17.028 1/nm
tunnelling w1 = 110.0 meV
tunnelling w0 = 88.0 meV
kappa = w0/w1 = 0.80
even-sector tunnelling sqrt(2) w1 = 155.56 meV
first-shell bilayer magic angle = 1.0822 deg
first-shell trilayer magic angle = 1.5305 deg
bilayer magic angle = 1.0693 deg
trilayer magic angle = 1.5122 deg
trilayer magic angle = 0.026393 rad
ratio of half-angle sines = 1.41421356
ratio of magic angles = 1.41423409
square root of 2 = 1.41421356
bilayer alpha at magic angle = 0.58434
trilayer alpha at magic angle = 0.41319
larger-basis change of angle = 9.7e-04 deg
trilayer k_theta = 0.4494 1/nm
trilayer hbar v k_theta = 266.22 meV
trilayer moire period = 9.321 nm
largest error of mirror split = 3.4e-15 eV
trilayer Dirac velocity at 1.9 deg = 0.11791 v
band slope at 1.9 deg = 0.11791 v
four velocities at outer Dirac point = -1.00000 0.00000 0.00000 1.00000 v
flat-band full width = 5.31 meV
central-wave weight Z = 0.1705
outer-layer weight of even mode = 0.4704
rotated-Pauli bilayer angle = 1.0693 deg
rotated-Pauli trilayer angle = 1.5122 deg
rotated-Pauli angle ratio = 1.414228
rotated-Pauli bilayer least speed = 4.8e-04 v
rotated-Pauli trilayer least speed = 6.9e-04 v
lattice correction to cone at k_theta = 1.65 %
bilayer angle at kappa 0.7 = 1.0719 deg
angle ratio with unequal kappa = 1.41084
outer potential difference U = 10.0 meV
internal field for U = 0.149 MV/cm
levels with U = -2.064 -2.064 2.064 2.064 meV
first-order level size with U = 2.065 meV
lateral shift of one outer layer = 0.020 nm
largest central-level change by shift = 9.74 meV
direct outer tunnelling g = 5.0 meV
levels with g = -5.000 -5.000 2.352 2.352 meV
temperature = 4.0 K
thermal energy = 0.345 meV
relative permittivity = 6.0
Coulomb energy at moire period = 25.75 meV
Coulomb energy over flat-band width = 4.85
```
